# Linewidth of elliptical precession with two damping constants

## Problem

The free layer of a magnetic memory cell is treated as a single magnetic moment of fixed length. Its direction is the unit vector $\mathbf m$, which rests along $z$. The axis $x$ lies in the film plane and $y$ is normal to the film. In atomic units ($\hbar=1$) with $g=2$, the gyromagnetic ratio is $\gamma=g\mu_B/\hbar=1$, so a magnetic field, the angular frequency it produces and the corresponding energy are the same number. The energy of the layer is

$$U=\mu\left(-b_0m_z+\tfrac12 b_k m_x^2+\tfrac12 b_d m_y^2\right),$$

where $\mu$ is the moment in units of $g\mu_B$, $b_0$ the applied field, $b_k$ the in-plane anisotropy field and $b_d$ the out-of-plane one. The motion follows the Gilbert equation

$$\dot{\mathbf m}=-\mathbf m\times\mathbf F+\mathbf m\times(\alpha\dot{\mathbf m}),\qquad \mathbf F=-\frac1\mu\frac{\partial U}{\partial\mathbf m}=(-b_km_x,\,-b_dm_y,\,b_0).$$

The damping tensor $\alpha$ is symmetric, with principal axes $x,y,z$. The two terms combine into $-\mathbf m\times(\mathbf F-\alpha\dot{\mathbf m})$, so damping acts as a friction field $-\alpha\dot{\mathbf m}$. The constant $\alpha_x$ therefore belongs to the velocity component $\dot m_x$, and $\alpha_y$ to $\dot m_y$.

The data are $b_0=6$, $b_k=3$ and $b_d=110$ μeV, with $\alpha_x=0.010$ and $\alpha_y=0.020$.

1. Find the frequency linewidth $\Delta\omega$, defined as twice the decay rate of the amplitude. Which stiffness field multiplies which damping constant?
2. Evaluate it for the data.
3. How does it compare with the width at half maximum of the absorbed microwave power?

## A tempting solution

For small deflections $m_z\approx1-\tfrac12(m_x^2+m_y^2)$, and the energy becomes

$$U\approx-\mu b_0+\tfrac{\mu}{2}\left(\omega_xm_x^2+\omega_ym_y^2\right),\qquad \omega_x=b_0+b_k,\quad \omega_y=b_0+b_d.$$

These are the two stiffness fields, here $\omega_x=9$ μeV and $\omega_y=116$ μeV.

With a single weak damping constant, damping draws $\mathbf m$ towards the field through the torque $-\alpha\,\mathbf m\times(\mathbf m\times\mathbf F)=\alpha[\mathbf F-\mathbf m(\mathbf m\cdot\mathbf F)]$. To first order $\mathbf m\cdot\mathbf F=b_0$, so the $x$ component is $\alpha(-b_km_x-b_0m_x)=-\alpha\omega_xm_x$. The $y$ component is likewise $-\alpha\omega_ym_y$. With two constants it seems natural to give each direction its own:

$$\dot m_x=-\omega_ym_y-\alpha_x\omega_xm_x,\qquad \dot m_y=\omega_xm_x-\alpha_y\omega_ym_y.$$

For an oscillating solution of two such linear equations, the amplitude decays at half the sum of the two diagonal rates. Twice that is

$$\Delta\omega\overset{?}{=}\alpha_x\omega_x+\alpha_y\omega_y=0.09+2.32=2.41\ \text{μeV}.$$

The expression has the right dimension. For $\alpha_x=\alpha_y=\alpha$ it also gives $\alpha(\omega_x+\omega_y)$, the correct weak-damping result for a single constant. That limit cannot reveal the fault.

## Where it fails

The fault is the placing of the two constants in the last pair of equations. The double cross product came from a single constant, and the step from one constant to two has to be made in the Gilbert equation itself. Write $\mathbf f=\alpha\dot{\mathbf m}$. The $x$ component of the damping torque is

$$(\mathbf m\times\mathbf f)_x=m_yf_z-m_zf_y\approx-f_y=-\alpha_y\dot m_y.$$

The term $m_yf_z$ is dropped because $|\mathbf m|=1$ gives $m_z\dot m_z=-m_x\dot m_x-m_y\dot m_y$, which makes $f_z=\alpha_z\dot m_z$ already of second order. The cross product has turned a friction field along $y$ into a torque along $x$. To lowest order in damping, $\dot m_y=\omega_xm_x$, so this torque is $-\alpha_y\omega_xm_x$.

The decay term in the equation for $m_x$ thus contains $\omega_x$, as the tempting solution says, but it is multiplied by $\alpha_y$. In the same way the equation for $m_y$ contains $-\alpha_x\omega_ym_y$. Twice half the sum of the diagonal rates is now $\alpha_y\omega_x+\alpha_x\omega_y$.

The labels matter here. If the constants were named after the axis of the damping torque instead of the velocity component, $\alpha_x$ and $\alpha_y$ would change places and the tempting formula would be correct to this order. A pair of quoted damping constants is therefore incomplete without its convention.

## Solution

### The linear equations

The precession torque follows from the components of the cross product, kept to first order:

$$(\mathbf m\times\mathbf F)_x=m_yb_0+m_zb_dm_y\approx\omega_ym_y,$$

$$(\mathbf m\times\mathbf F)_y=-m_zb_km_x-m_xb_0\approx-\omega_xm_x.$$

The damping torque has the $x$ component found above and the $y$ component $m_zf_x-m_xf_z\approx\alpha_x\dot m_x$. Hence

$$\dot m_x=-\omega_ym_y-\alpha_y\dot m_y,\qquad \dot m_y=\omega_xm_x+\alpha_x\dot m_x.$$

In each equation a stiffness field stands beside the damping constant of the same direction. The exchange of partners occurs when the two equations are combined.

### The complex frequency

Let both components vary as $e^{-i\omega t}$, so that a time derivative becomes $-i\omega$:

$$-i\omega m_x=-(\omega_y-i\omega\alpha_y)m_y,\qquad -i\omega m_y=(\omega_x-i\omega\alpha_x)m_x.$$

Multiply the first equation by $-i\omega$ and insert the second on the right. The left side becomes $-\omega^2m_x$, and after division by $-m_x$

$$\omega^2=(\omega_y-i\omega\alpha_y)(\omega_x-i\omega\alpha_x).$$

The terms linear in damping are the cross terms of this product, and each joins a damping constant to the stiffness from the other bracket:

$$\omega^2=\omega_x\omega_y-i\omega(\alpha_x\omega_y+\alpha_y\omega_x)-\alpha_x\alpha_y\omega^2.$$

With $G=\alpha_x\omega_y+\alpha_y\omega_x$ and $q=1+\alpha_x\alpha_y$ this reads $q\omega^2+iG\omega-\omega_x\omega_y=0$, whose roots are

$$\omega=\frac{-iG\pm\sqrt{4q\,\omega_x\omega_y-G^2}}{2q}.$$

If the square root is real, the imaginary part is $-G/2q$ and the amplitude decays as $e^{-Gt/2q}$. Twice this rate is the linewidth:

$$\boxed{\Delta\omega=\frac{\alpha_x\omega_y+\alpha_y\omega_x}{1+\alpha_x\alpha_y}}$$

Each constant is weighted by the stiffness field of the other transverse direction. No weak-damping approximation has been made in the linear equations. The small deflection and the common principal axes of damping and stiffness are assumptions.

### When there is no linewidth

Since $G^2-4\alpha_x\alpha_y\omega_x\omega_y=(\alpha_x\omega_y-\alpha_y\omega_x)^2$, the square root is real and nonzero when

$$|\alpha_x\omega_y-\alpha_y\omega_x|<2\sqrt{\omega_x\omega_y}.$$

Beyond this limit the deflection dies away without oscillating, with two different rates, and a precession linewidth no longer exists. For the data the left side is $1.16-0.18=0.98$ μeV and the right side 64.6 μeV, so the motion is far from the limit.

### Why the weights are crossed

The loss of energy gives the physical reason. Because $\dot{\mathbf m}$ is perpendicular to $\mathbf F-\alpha\dot{\mathbf m}$, we have $\mathbf F\cdot\dot{\mathbf m}=\dot{\mathbf m}\cdot\alpha\dot{\mathbf m}$. Therefore

$$\dot U=-\mu\,\mathbf F\cdot\dot{\mathbf m}=-\mu\left(\alpha_x\dot m_x^2+\alpha_y\dot m_y^2\right)$$

for small deflections. Without damping the orbit is $m_x=a\cos\omega_0t$, $m_y=b\sin\omega_0t$. The equation $\dot m_x=-\omega_ym_y$ requires $a\omega_0=\omega_yb$, and $\dot m_y=\omega_xm_x$ requires $b\omega_0=\omega_xa$. Together they give

$$\omega_0=\sqrt{\omega_x\omega_y},\qquad \frac{a^2}{b^2}=\frac{\omega_y}{\omega_x}.$$

The larger excursion is along the soft direction. Both components have the same frequency, so the larger velocity is there too. The mean loss rate is $\tfrac{\mu}{2}\omega_0^2(\alpha_xa^2+\alpha_yb^2)$ and the stored energy is $\tfrac{\mu}{2}\omega_xa^2$. Their ratio is

$$\frac{\omega_x\omega_y}{\omega_x}\left(\alpha_x+\alpha_y\frac{\omega_x}{\omega_y}\right)=\alpha_x\omega_y+\alpha_y\omega_x.$$

Energy goes as the square of the amplitude, so its decay rate is twice that of the amplitude and equals $\Delta\omega$ to first order in damping. A large stiffness along $y$ flattens the ellipse, puts most of the motion into $x$ and so gives $\alpha_x$ the greater weight. The fractions of the loss due to the two motions are

$$s_x=\frac{\alpha_x\omega_y}{\alpha_x\omega_y+\alpha_y\omega_x},\qquad s_y=1-s_x.$$

### Numbers

The undamped frequency is $\omega_0=\sqrt{9\times116}=32.3$ μeV, or 7.81 GHz after division by Planck's constant. The linewidth is

$$\Delta\omega=\frac{0.010\times116+0.020\times9}{1.0002}=\frac{1.160+0.180}{1.0002}=1.34\ \text{μeV},$$

or 0.324 GHz. The tempting formula gave 2.41 μeV, which is 1.8 times too large.

The ellipse is $\sqrt{116/9}=3.59$ times longer in the plane than normal to it. Although $\alpha_y$ is twice $\alpha_x$, the in-plane motion causes $1.16/1.34=87\%$ of the loss. With the fields held fixed, lowering $\alpha_x$ by a tenth narrows the line by about 8.7%, while lowering $\alpha_y$ by a tenth narrows it by about 1.3%.

## Limits and tilted axes

For equal constants the result is $\alpha(\omega_x+\omega_y)/(1+\alpha^2)$. For equal stiffness fields, $\omega_x=\omega_y=\omega_0$, it is $(\alpha_x+\alpha_y)\omega_0/(1+\alpha_x\alpha_y)$, and the two constants count equally. When $\alpha_x\omega_y\gg\alpha_y\omega_x$, as in a film with a strong out-of-plane stiffness and comparable constants, the weak-damping linewidth tends to $\alpha_x\omega_y$.

If the line is interpreted with a single constant, weak damping gives the weighted mean

$$\alpha_{\rm eff}=\frac{\Delta\omega}{\omega_x+\omega_y}=\frac{1.34}{125}=0.0107.$$

This is close to $\alpha_x$ and well below the plain mean, 0.015. One such linewidth cannot determine both constants. Two lines measured at different ratios $\omega_x/\omega_y$ can in principle, if the constants themselves stay the same and no other broadening is present. The constant with the small weight is poorly fixed: for lines at $b_0=6$ and 12 μeV, opposite errors of 1% in the two widths change the inferred $\alpha_y$ from 0.020 to 0.015 or to 0.025, depending on their sign.

Now let the damping axes be turned by an angle $\theta$ about $z$, with the stiffness axes unchanged. The tensor acquires an element $\alpha_{xy}$, and the friction terms become $f_x=\alpha_{xx}\dot m_x+\alpha_{xy}\dot m_y$ and $f_y=\alpha_{xy}\dot m_x+\alpha_{yy}\dot m_y$. With $\lambda=-i\omega$ the linear equations are

$$\lambda(1+\alpha_{xy})m_x=-(\omega_y+\lambda\alpha_{yy})m_y,$$

$$\lambda(1-\alpha_{xy})m_y=(\omega_x+\lambda\alpha_{xx})m_x.$$

Eliminating the components gives

$$\lambda^2(1+\alpha_{xx}\alpha_{yy}-\alpha_{xy}^2)+\lambda(\alpha_{xx}\omega_y+\alpha_{yy}\omega_x)+\omega_x\omega_y=0.$$

For oscillating motion $\Delta\omega=-2\,\mathrm{Re}\,\lambda$, so

$$\Delta\omega=\frac{\alpha_{xx}\omega_y+\alpha_{yy}\omega_x}{1+\alpha_{xx}\alpha_{yy}-\alpha_{xy}^2}.$$

The crossed weights remain, now with the diagonal elements. If $\alpha_1$ and $\alpha_2$ are the principal constants, $\alpha_{xx}=\alpha_1\cos^2\theta+\alpha_2\sin^2\theta$ and $\alpha_{yy}=\alpha_1\sin^2\theta+\alpha_2\cos^2\theta$. With $\alpha_1=0.010$, $\alpha_2=0.020$ and a tilt of 10°, the linewidth rises from 1.34 to 1.37 μeV.

## Width of the absorbed power

Return to aligned axes and add a weak field $h$ along $y$, oscillating as $e^{-i\omega t}$ with real $\omega$. The torque $-\mathbf m\times\mathbf h$ has the $x$ component $+h$. With $A_x=\omega_x-i\omega\alpha_x$ and $A_y=\omega_y-i\omega\alpha_y$,

$$-i\omega m_x=-A_ym_y+h,\qquad -i\omega m_y=A_xm_x.$$

The second equation gives $m_x=-i\omega m_y/A_x$. Inserted in the first, it yields

$$m_y=\frac{A_x}{D}h,\qquad D=A_xA_y-\omega^2=\omega_x\omega_y-q\omega^2-i\omega G.$$

The mean absorbed power is $P=\tfrac12\mu\omega h^2\,\mathrm{Im}(A_x/D)$. Multiplying numerator and denominator by $D^*$ gives

$$\mathrm{Im}(A_xD^*)=\omega\left[\omega_xG-\alpha_x(\omega_x\omega_y-q\omega^2)\right]=\omega\left(\alpha_y\omega_x^2+q\alpha_x\omega^2\right).$$

Set $\Omega^2=\omega_x\omega_y/q$, $u=\omega/\Omega$ and $g=\Delta\omega/\Omega$. The last bracket becomes $\omega_xG(s_y+s_xu^2)$, and $|D|^2=q^2\Omega^4[(1-u^2)^2+g^2u^2]$. Up to a constant factor,

$$P\propto\frac{1-R+Ru^2}{1+(u-1/u)^2/g^2},\qquad R=s_x.$$

For a drive along $x$ the same form holds with $R=s_y$, because a quarter turn about $z$ exchanges the roles of the two axes.

If $R$ were zero, half maximum would lie at $u-1/u=\pm g$, that is, at $u=\sqrt{1+g^2/4}\pm g/2$. The separation is $g$, and the width is $\Delta\omega$ without correction.

For general $R$ put $u-1/u=gx$. Then $u=1+gx/2+g^2x^2/8+\dots$ and $u^2=1+gxu=1+gx+g^2x^2/2+\dots$, so

$$P\propto\frac{1+Rgx+\tfrac12Rg^2x^2}{1+x^2}.$$

The next term of the numerator is odd in $x$; it shifts both half-power points alike and leaves their separation unchanged to the order needed. The maximum lies near $x=Rg/2$ and has the height $1+R^2g^2/4$. Setting the expression equal to half this height gives

$$\left(1+\tfrac14R^2g^2-Rg^2\right)x^2-2Rgx-\left(1-\tfrac14R^2g^2\right)=0.$$

To the order needed, its roots satisfy

$$x_+-x_-=2\left(1+\tfrac12Rg^2+\tfrac14R^2g^2\right),\qquad x_++x_-=2Rg.$$

Returning to $u$,

$$u_+-u_-=\frac g2(x_+-x_-)+\frac{g^2}{8}(x_+^2-x_-^2)=g\left[1+\left(R+\tfrac14R^2\right)g^2\right],$$

where the second term contributes $\tfrac12Rg^3$. The power width exceeds $\Delta\omega$ by the relative amount $(R+R^2/4)g^2$, to leading order. Here $g=1.34/32.3=0.041$. The excess is 0.18% for a drive along $y$, where $R=0.87$, and 0.02% for a drive along $x$, where $R=0.13$.

## The model and a real cell

The fields and $\alpha_x$ are rough values for an in-plane magnetized metallic free layer. The factor of two between the damping constants is chosen to make the weights visible and is not a typical value. Take the cell as an ellipse of 100 nm by 60 nm, 3 nm thick, at 300 K. If $b_d$ is wholly demagnetizing and takes the value of an extended film, it corresponds to $\mu_0M_s=0.95$ T, and the volume then gives $\mu=5.8\times10^5$; the estimates below use this value. The finite size of this cell lowers $b_d$ by about 14%, to 95 μeV at 0.95 T, so that $b_d=110$ μeV would need about 1.1 T. With $z$ along the long axis, the shape alone gives $b_k=3.9$ μeV at 0.95 T, somewhat above the 3 μeV of the data. A perpendicular interface anisotropy $K_s$ lowers $b_d$ further, by the field $2K_s/(M_st)$ for thickness $t$. At 3 nm and 0.95 T, $K_s=0.11$ mJ/m² already removes a tenth of $\mu_0M_s$, and 1 mJ/m² removes most of it. A reduction by a tenth, with all else fixed, lowers the linewidth to 1.23 μeV.

Spread between cells is a larger concern when an array is measured as a whole. Raising $b_k$ by 10% shifts the resonance by 0.53 μeV, about 40% of the linewidth, and raising $b_d$ by 1% shifts it by 0.15 μeV. Such a spread broadens the array's line without any added damping.

Thermal motion matters less here. Equipartition, $\mu\omega_x\langle m_x^2\rangle=k_BT$, gives a root-mean-square $m_x$ of 0.071; the same relation for $y$ gives 0.020. Numerical integration of the full undamped equation for an orbit of energy $k_BT$ above the minimum gives a frequency 0.044 μeV below $\omega_0$, about 3% of the linewidth.

The single-moment picture also requires that nonuniform modes lie well away. For a variation of wavenumber $k$, the exchange energy density $A|\nabla\mathbf m|^2$ adds $2Ak^2/n$ to both stiffness fields, where $n$ is $\mu$ per volume. With a rough $A=0.06$ eV/nm and $k=\pi/(100\ \text{nm})$ the addition is 2.9 μeV. Exchange alone would place the mode 5.3 μeV above the uniform one, but this omits the dipolar field, which is nonuniform in the ellipse. A micromagnetic mode calculation for this cell with $\mu_0M_s=0.95$ T and the same $A$ gives a gap of only about 2.4 μeV (2.0 to 2.5 μeV for cells of 4 to 2 nm and different grid placements), about two linewidths. In a mirror-symmetric cell that mode has no net transverse moment, so a weak uniform drive does not excite it; in a cell of less regular shape this need not hold. The lowest mode is only roughly uniform: its amplitude at the centre is about half the largest. With 2 nm cells its frequency is about 30 μeV and its linewidth 1.16 μeV, against 31.6 and 1.20 μeV for a single moment with the shape fields of this cell. The margin for the single-moment picture is nevertheless small in a cell of this size.
